# Film tilt from 60-degree misfit dislocations of one out-of-plane sign

## Problem

A crystal film with the diamond or zincblende structure grows on a thick (001) substrate with a slightly smaller lattice parameter. It is compressed in the interface plane until misfit dislocations form. Consider one array of parallel 60-degree dislocations with lines along $[\bar110]$ and mean spacing $p$. Every line relieves compression, and every line has the same sign of Burgers component normal to the interface. The screw components have both signs in equal numbers.

The array relieves a strain $\delta=0.005$ in the direction normal to its lines. This means that the mean film strain in that direction has changed by $0.005$ from its value in the coherent, dislocation-free film.

1. Through what angle are the film's (001) planes tilted relative to those of the substrate?
2. What happens to the tilt if some lines have the opposite out-of-plane sign, or are pure edge lines?
3. How far do finite strain, a small miscut and cooling move the answer for a silicon-germanium film on silicon?

The interface is taken as nominally exact (001). Strains and rotations are first treated to leading order.

## First estimate by scaling

A dislocation displaces the film relative to the substrate by one Burgers vector, of length $b$. Without resolving its components, suppose that each line supplies a displacement of order $b$ along the interface and another of order $b$ normal to it. The first gives $\delta\sim b/p$, hence $p\sim b/\delta$. The second lifts the film by about $b$ over each distance $p$, so that

$$
\theta\sim\frac{b}{p}\sim\delta=0.005\ \text{rad}\approx0.29^\circ .
$$

The spacing and the length of the Burgers vector have cancelled. The estimate says that the tilt is proportional to the relieved strain, but it leaves a numerical factor open. That factor depends on the direction of the Burgers vector.

## Exact solution at leading order

### The Burgers components

Let $x$ point along $[110]$, in the interface and normal to the lines, $y$ along $[\bar110]$, and $z$ along $[001]$, from substrate to film. These axes are right-handed.

The shortest lattice translations are of type $(a/2)\langle110\rangle$, with length $b=a/\sqrt2$. Take $\mathbf b=(a/2)[101]$. Its projections on the three unit vectors are

$$
b_x=\frac a2\,\frac{1+0}{\sqrt2}=\frac{a}{2\sqrt2},\qquad
b_y=\frac a2\,\frac{-1+0}{\sqrt2}=-\frac{a}{2\sqrt2},\qquad
b_z=\frac a2 .
$$

The squares add up to $a^2/8+a^2/8+a^2/4=a^2/2$, as they must. Since $|b_y|/b=1/2$, the acute angle between Burgers vector and line is $60^\circ$. The ratio needed below is

$$
\frac{b_z}{b_x}=\frac{a/2}{a/(2\sqrt2)}=\sqrt2 .
$$

The vector $(a/2)[011]$ has the same $b_x$ and $b_z$ but the opposite $b_y$. Both screw signs are therefore available without changing the other two components.

The sign of $b_z$ identifies the glide plane, which contains both the line and the Burgers vector. Its normal is their cross product:

$$
[\bar110]\times[101]=[11\bar1],\qquad
[\bar110]\times[011]=[11\bar1].
$$

For $(a/2)[10\bar1]$, with the same $b_x$ but negative $b_z$, the product is $[\bar1\bar1\bar1]$, which is normal to the other inclined plane, (111). Once the misfit has fixed the sign of $b_x$, one sign of $b_z$ thus means one family of glide planes. Each plane makes an angle $\psi$ with the interface, where $\cos\psi=1/\sqrt3$. Hence $\tan\psi=\sqrt2$ and $\psi=54.74^\circ$. The ratio $b_z/b_x$ is the slope of the glide plane.

### From Burgers vectors to mean distortion

Let $\mathbf u$ be the displacement measured from the coherent state, and define the distortion by $\beta_{ij}=\partial u_i/\partial x_j$. Between two neighbouring lines the film and substrate remain in registry, so the difference $\mathbf u^{\rm film}-\mathbf u^{\rm sub}$ at the interface is constant there. At each line it changes by $\mathbf b$. Choose the sign of $\mathbf b$ so that the difference increases by $\mathbf b$ when a line is crossed towards positive $x$. A compressed film must expand to relieve its strain, so $b_x>0$.

Suppose that the pattern of lines repeats after a length $P$ containing $N$ lines, with $p=P/N$. The distortion is then periodic in $x$. Within the film, the quantity

$$
\mathbf C^{\rm film}=\mathbf u^{\rm film}(x+P,z)-\mathbf u^{\rm film}(x,z)
$$

has zero derivatives with respect to $x$ and $z$, because each derivative is the difference between equal distortions. It is therefore constant throughout the film. The same holds for $\mathbf C^{\rm sub}$ in the substrate. Comparing the two at the interface gives

$$
\mathbf C^{\rm film}-\mathbf C^{\rm sub}=\sum_{n=1}^{N}\mathbf b_n .
$$

The substrate is thick, so its mean strain is negligible, and its orientation serves as the reference. Thus $\mathbf C^{\rm sub}=0$. Dividing by $P$ gives the average over $x$ at any height in the film:

$$
\langle\beta_{jx}\rangle=\frac1P\sum_{n=1}^{N}b_{n,j}. \tag{1}
$$

No elastic constant has entered. For lines with equal $b_x$ and equal $b_z$,

$$
\delta=\langle\beta_{xx}\rangle=\frac{b_x}{p},\qquad
\langle\beta_{zx}\rangle=\frac{b_z}{p}. \tag{2}
$$

### Why the out-of-plane part is a rotation

A nonzero $\beta_{zx}$ could belong to a shear, a rotation or both. The free surface decides. Force balance in the $x$ direction, for fields independent of $y$, is

$$
\frac{\partial\sigma_{xx}}{\partial x}+\frac{\partial\sigma_{xz}}{\partial z}=0 .
$$

On averaging over one period the first term vanishes, because $\sigma_{xx}$ returns to its initial value. Hence $\langle\sigma_{xz}\rangle$ is independent of height. It is zero at the free surface, and so it is zero throughout the film. For a cubic crystal in these axes, mirror symmetry couples $\sigma_{xz}$ to the shear strain $e_{xz}$ alone. Therefore

$$
\langle e_{xz}\rangle=\tfrac12\left(\langle\beta_{xz}\rangle+\langle\beta_{zx}\rangle\right)=0
\quad\Longrightarrow\quad
\langle\beta_{xz}\rangle=-\langle\beta_{zx}\rangle .
$$

This antisymmetric distortion is a rotation about the dislocation lines. A lattice row initially along $x$ rises by $b_z$ over each length $p$, while a row along $y$ stays level. The (001) planes consequently tilt by

$$
\theta=\frac{|b_z|}{p}. \tag{3}
$$

From equation (2), $p=b_x/\delta$. Substitution gives

$$
\theta=|b_z|\,\frac{\delta}{b_x}=\sqrt2\,\delta . \tag{4}
$$

For the stated relief,

$$
\theta=\sqrt2\times0.005=0.00707\ \text{rad}=0.405^\circ\approx0.41^\circ .
$$

The tilt itself stores no long-range elastic energy. Reversing every $b_z$ reverses the direction of tilt and leaves its size unchanged.

### Mixed signs and pure edge lines

Equation (1) also covers unequal lines. Dividing its $z$ component by its $x$ component gives

$$
\theta=\delta\,\frac{\left|\sum_n b_{n,z}\right|}{\left|\sum_n b_{n,x}\right|}. \tag{5}
$$

First let a fraction $\phi$ of the 60-degree lines have positive $b_z$ and the rest negative $b_z$. The sums are $N|b_z|[\phi-(1-\phi)]$ and $Nb_x$, so

$$
\theta=\sqrt2\,\delta\,|2\phi-1| . \tag{6}
$$

At fixed $\delta=0.005$, a population with 80 percent of one sign gives $0.6\times0.405^\circ=0.243^\circ$. Equal populations give no mean tilt, although they relieve the same strain.

Next let a fraction $q$ of the lines be pure edge lines with $\mathbf b=(a/2)[110]$, and let the remaining 60-degree lines share one sign of $b_z$. A pure edge line has no $z$ component, and its $x$ component is $a/\sqrt2=2b_x$. The sums are now $N(1-q)|b_z|$ and $N[(1-q)+2q]b_x=N(1+q)b_x$. Hence

$$
\theta=\sqrt2\,\delta\,\frac{1-q}{1+q}. \tag{7}
$$

For $q=0.2$, again at fixed relief, the tilt is $0.405^\circ\times0.8/1.2=0.270^\circ$. These lines reduce the tilt in two ways: they contribute no lift, and their larger in-plane component means that fewer lines are needed.

### If the screw components do not balance

If all lines also had the same $b_y$, equation (1) would give $|\langle\beta_{yx}\rangle|=|b_y|/p=\delta$, since $|b_y|=b_x$. The displacement difference does not vary along $y$, so $\langle\beta_{xy}\rangle=0$. The symmetric part is a shear strain of magnitude $\delta/2=0.25$ percent. The antisymmetric part is a rotation about the film normal of $\delta/2$ radians, or $0.143^\circ$. The free surface does not remove this shear, because it places no condition on $\sigma_{xy}$. The tilt in equation (4) is unchanged at leading order.

## A silicon-germanium film on silicon

Take $a=0.543$ nm as the input for the substrate (silicon has roughly 0.54 nm), a misfit $f=0.010$ and a film thickness of 200 nm. The misfit between pure germanium and silicon is roughly 4 percent, so this $f$ corresponds to roughly one quarter germanium. The components are

$$
b_x=\frac{0.543}{2\sqrt2}=0.1920\ \text{nm},\qquad
b_z=\frac{0.543}{2}=0.2715\ \text{nm}.
$$

The spacing needed for half a percent of relief is $p=0.1920/0.005=38.4$ nm, or $2.6\times10^5$ lines per centimetre. The slope is $0.2715/38.4=0.00707$, in agreement with equation (4).

The film is 5.2 spacings thick. For identical, equally spaced lines, the slowest varying part of the elastic field has wavelength $p$ along $x$. In isotropic elasticity its decay away from the interface contains the factor $\exp(-2\pi z/p)$, which is about $6\times10^{-15}$ at $z=200$ nm. The upper film is then very nearly uniformly rotated. This relies on the regular spacing. For lines at independent random positions with the same mean spacing, long wavelengths survive, because each line spreads its lift over a width comparable to the film thickness $h$. The local tilt at the surface then scatters about its mean with a root-mean-square value of about $0.66\,\theta\sqrt{p/h}$, or $0.12^\circ$ here, far more than any correction below. In a film much thinner than $p$, equation (1) still gives the mean, but the local tilt varies along $x$.

### A test by summing dislocation fields

Equation (2) was tested by adding the displacement fields of individual dislocations in an infinite isotropic solid with Poisson ratio $\nu=0.28$. The lines had the components and spacing above, with alternating screw signs. The sum covered 20,000 periods on either side, and the distortion was found by numerical differentiation above and below the array. The differences between the two sides were a strain of 0.4999 percent and a tilt of $0.4051^\circ$. The missing lines contribute a relative error of order $10^{-4}$, which accounts for the last digit of the strain. With $\nu=0.10$, both differences again agreed with equation (2) to within one thousandth of the relieved strain.

An infinite solid can represent the film here because the far field above the array has no traction on planes parallel to the interface. The material above such a plane can be removed without disturbing the field. The two halves share both the strain and the tilt. A uniform in-plane strain and a rigid rotation, added to both sides, transfer them to the film, as a thick substrate of fixed orientation requires.

### Finite strain

Let $m$ be the dislocation spacing counted in substrate half-spacings $g_s=a/(2\sqrt2)$. Across one dislocation, the film supplies $m-1$ of its own half-spacings $g_f=(1+f)g_s$ along its $[110]$ row, and one step $a_f/2=\sqrt2\,g_f$ along its $[001]$ axis. Here $m$ is a mean, and the balanced screw steps along $y$ are left out. The resulting vector in the $xz$ plane must fit along the interface.

Describe the film by a rotation $\theta_0$ followed by residual strains $e_\parallel$ in the interface and $e_{zz}$ normal to it. These strains do not turn a vector lying along $x$, so the rotation alone must bring the film vector onto that axis:

$$
\tan\theta_0=\frac{\sqrt2\,g_f}{(m-1)g_f}=\frac{\sqrt2}{m-1}.
$$

Equality of lengths requires $(1+e_\parallel)g_f\sqrt{(m-1)^2+2}=mg_s$. In the coherent film the stretch along $x$, relative to the unstrained film, is $1/(1+f)$. At finite strain, let $1+\delta$ be the factor by which relief multiplies this stretch, so that $(1+e_\parallel)(1+f)=1+\delta$. With $k=m-1$, the length condition becomes

$$
(1+\delta)\sqrt{k^2+2}=k+1 .
$$

For large $k$, $\sqrt{k^2+2}\approx k+1/k$. Subtracting $k$ from both sides gives $\delta k\approx1-(1+\delta)/k$. The leading solution $k\approx1/\delta$, inserted on the right, gives $\delta k\approx1-\delta$, and thus $1/k\approx\delta(1+\delta)$.

The strains also change the slope of the rotated (001) planes by the factor $(1+e_{zz})/(1+e_\parallel)\approx1+e_{zz}-e_\parallel$. To this order,

$$
\theta\approx\sqrt2\,\delta\left(1+\delta+e_{zz}-e_\parallel\right). \tag{8}
$$

For the numbers, assume that an orthogonal array with balanced signs relieves the same strain along $y$. The residual strain is then equal in both directions: $e_\parallel=1.005/1.010-1=-0.00495$. Zero normal stress gives $e_{zz}=-2\nu e_\parallel/(1-\nu)=0.00385$. The bracket in equation (8) is $1.0138$. Numerical solution of the closure equations gives a correction of 1.39 percent relative to equation (4), and a tilt of $0.411^\circ$. This value assumes that the lines of the second array lie exactly along $x$. Without the second array the correction is about 1.6 percent. If its lines follow the glide planes of the already tilted film, the correction is about 1.9 percent. The correction is thus between one and two percent.

### Miscut and cooling

Suppose that the surface is accidentally miscut by $\alpha=0.30^\circ$ about the line direction. Even a coherent film is then slightly tilted. Relative to the substrate lattice it is stretched along the interface normal by

$$
s=f+\frac{2\nu}{1-\nu}f=f\,\frac{1+\nu}{1-\nu}=0.0178 .
$$

Lattice planes inclined by $\alpha$ to the interface have their slope multiplied by $1+s$, which turns them by about $s\alpha=0.0053^\circ$. This is the value before relaxation.

The miscut also turns the Burgers vector relative to the interface. At fixed relief, the dislocation tilt becomes $\delta\tan(\psi\pm\alpha)$. Because $d(\tan\psi)/d\psi=1+\tan^2\psi=3$, it changes by about $3\delta\alpha=0.0045^\circ$. Each effect is near one percent of the main tilt, and they act in the same sense. In the partly relaxed film the first falls to $(e_{zz}-e_\parallel)\alpha=0.0026^\circ$, and a balanced orthogonal array adds $\delta\alpha=0.0015^\circ$, as shown in the last section. The net shift is about $\pm0.009^\circ$, or two percent.

On cooling by 600 K with an expansion difference of roughly $8\times10^{-7}$ per kelvin, the mismatch strain is $0.048$ percent. If no dislocations move, the tilt changes only through $e_{zz}-e_\parallel$ in equation (8). The change has magnitude $0.405^\circ\times0.00048\times1.28/0.72\approx0.00035^\circ$.

### Which assumption matters in a real film

The corrections above are small, but the assumption of a single out-of-plane sign is an extreme case. On an exact (001) surface the two inclined glide planes are equivalent by symmetry, so there is no built-in preference between them. If the signs were independent and random, the sum of $N$ signs would have standard deviation $\sqrt N$, and the root-mean-square tilt would be $\sqrt2\,\delta/\sqrt N$. A region 0.1 mm wide contains 2604 lines, which gives $0.405^\circ/\sqrt{2604}\approx0.008^\circ$. Real signs can be correlated, for instance when one source emits many lines, and the tilt can then be larger. A miscut about the line direction makes the two glide planes inequivalent, so their populations can differ systematically and produce a mean tilt.

The orthogonal array matters as well. If it also relieves 0.5 percent along its own normal and has one out-of-plane sign, it adds an equal rotation about a perpendicular axis. For small angles the two add as perpendicular vectors, giving $\sqrt2\times0.405^\circ=0.573^\circ$. The value of $0.41^\circ$ therefore belongs to one array, or to two arrays of which the second has balanced signs.

## Comparison of the estimate with the solution

The scaling estimate gave $0.29^\circ$ and the leading-order solution gives $0.41^\circ$. Their ratio is $\sqrt2$, the slope of the glide plane. Scaling found the proportionality to $\delta$ and the absence of the lattice parameter, because both components of the Burgers vector scale with $a$. It could not supply the slope, since it assigned the same length to both components.

Scaling also missed the role of sign. Relief adds from line to line because the misfit selects the sign of $b_x$, whereas the misfit does not select the sign of $b_z$. The estimate $\theta\sim\delta$ therefore applies to a strongly one-sided population. For an array consisting of 60-degree lines, equation (6) turns this to use: if $\theta$ and $\delta$ are both measured for that array, $|2\phi-1|=\theta/(\sqrt2\,\delta)$ gives the imbalance between its two glide planes. This holds on an exact (001) surface. On a miscut substrate, even equal populations leave a tilt. Their net Burgers vector lies in the (001) planes, so on average this array ends no such plane at the interface. By itself it leaves the slope of these planes relative to the interface multiplied by the ratio of film to substrate plane spacing, about $1+f+e_{zz}$. The orthogonal array contributes as well. Its lines follow the traces of its two glide planes on the miscut interface, which are turned away from $x$ by $\pm\alpha/\tan\psi=\pm\alpha/\sqrt2$, with a sign set by the sign of $b_z$. Both families then add lift along $x$ in the same sense, $\sqrt2\,\delta\times\alpha/\sqrt2=\delta\alpha$ in total. For the strains used here, with equal relief in both directions, the resulting tilt is about $(f+e_{zz}+\delta)\alpha=0.019\,\alpha$, or $0.075^\circ$ at a miscut of $4^\circ$, which is not negligible when the imbalance is small. It must first be subtracted, with its sign. The remainder gives the imbalance only approximately, because the miscut also changes the ratio of the Burgers components. At $4^\circ$ and full imbalance the error is roughly one tenth: about $+14$ percent when tilt and miscut have the same sense, and about $-7$ percent when they are opposed. The numerical output lists the main values.

## Table of computed values

```
substrate lattice parameter: 0.543 nm
misfit: 1.00 percent
strain relieved by the array: 0.50 percent
Poisson ratio: 0.28
Burgers vector length: 0.3840 nm
in-plane edge component bx: 0.1920 nm
screw component by, magnitude: 0.1920 nm
out-of-plane component bz: 0.2715 nm
ratio bz/bx: 1.41421
angle between (111) and (001): 54.74 deg
dislocation spacing: 38.40 nm
dislocations per cm: 2.604e+05 1/cm
tilt, first order: 0.007071 rad
tilt, first order: 0.4051 deg
summed fields, relief: 0.4999 percent
summed fields, tilt: 0.4051 deg
film thickness: 200 nm
thickness over spacing: 5.21
near-field decay factor exp(-2 pi h/p): 6.1e-15
residual in-plane strain: -0.495 percent
residual normal strain: 0.385 percent
finite-strain spacing: 38.39 nm
finite-strain tilt: 0.4108 deg
finite-strain relative correction: 1.39 percent
accidental miscut: 0.30 deg
coherent tilt from miscut: 0.0053 deg
tilt change, turned Burgers vector: 0.0045 deg
expansion difference: 8.0e-07 1/K
cooling: 600 K
thermal mismatch strain: 0.048 percent
tilt change from cooling: 0.00035 deg
tilt, 80 percent of one sign: 0.243 deg
tilt, 20 percent pure edge lines: 0.270 deg
region width: 0.1 mm
dislocations in region: 2604
rms tilt for random signs: 0.0079 deg
shear strain, unbalanced screws: 0.250 percent
rotation about normal, unbalanced screws: 0.143 deg
tilt with equal second array: 0.5730 deg
```
